# Virtual-state poles of the repulsive Coulomb S-matrix: a program that tests the result

```python
# Result under test: for the repulsive Coulomb potential V = +Z/r (atomic units,
# mass 1) the partial-wave S-matrix
#     S_l(k) = Gamma(l+1+i*eta) / Gamma(l+1-i*eta),   eta = Z/k,
# has simple poles at k = -i*Z/n (n = l+1, l+2, ...), none in the upper half-plane.
# The pole solutions are hydrogen bound functions with r replaced by -r.
# Cutting the potential at a finite radius R removes these poles.
# Symbols: k wave number, l angular momentum, rho = k*r, u radial function,
# kappa = i*k on the negative imaginary k axis.
import math
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants
from scipy.special import digamma
from sympy.physics.hydrogen import R_nl

mp.mp.dps = 50
HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 1
RHO_MATCH = mp.mpf(40)


def regular_solution(coupling, l, ksq, x):
    """Power series of u'' = [l(l+1)/x^2 + 2*coupling/x - ksq] u, u ~ x^(l+1)."""
    x = mp.mpf(x)
    before, term = mp.mpf(0), mp.mpf(1)
    total, slope = term, (l + 1) * term
    a, b = 2 * coupling * x, ksq * x * x
    for j in range(1, int(3.5 * x) + 80):
        before, term = term, (a * term - b * before) / (j * (j + 2 * l + 1))
        total += term
        slope += (j + l + 1) * term
    return x ** (l + 1) * total, x ** l * slope


def travelling_wave(eta, l, sign):
    """Large-rho expansion of the outgoing (+1) or incoming (-1) wave."""
    rho = RHO_MATCH
    power = -sign * 1j * eta
    coeff = mp.mpc(1)
    value, slope = mp.mpc(0), mp.mpc(0)
    for m in range(40):
        s = power - m
        value += coeff
        slope += coeff * (sign * 1j + s / rho)
        coeff *= (s * (s - 1) - l * (l + 1)) / (2j * sign * (m + 1) * rho)
    front = mp.exp(sign * 1j * rho + power * mp.log(2 * rho))
    return front * value, front * slope


def incoming_amplitude(k, l):
    eta = Z / mp.mpc(k)
    u, du = regular_solution(eta, l, 1, RHO_MATCH)
    h, dh = travelling_wave(eta, l, 1)
    return (u * dh - du * h) / 2j


def outgoing_amplitude(k, l):
    eta = Z / mp.mpc(k)
    u, du = regular_solution(eta, l, 1, RHO_MATCH)
    h, dh = travelling_wave(eta, l, -1)
    return (h * du - dh * u) / 2j


def s_numeric(k, l):
    return (-1) ** (l + 1) * outgoing_amplitude(k, l) / incoming_amplitude(k, l)


def s_gamma(k, l):
    eta = Z / mp.mpc(k)
    return mp.gamma(l + 1 + 1j * eta) / mp.gamma(l + 1 - 1j * eta)


def count_zeros(function, centre, radius, points=160):
    """Number of zeros inside a circle, from the winding of the phase."""
    angles = 2 * np.pi * np.arange(points) / points
    values = np.array([complex(function(centre + radius * np.exp(1j * t)))
                       for t in angles])
    steps = np.angle(np.roll(values, -1) / values)
    assert np.max(np.abs(steps)) < 2.0
    winding = steps.sum() / (2 * np.pi)
    assert abs(winding - round(winding)) < 1e-8
    return round(winding)


print("Positron and fixed proton: Z =", Z, "(atomic units)")

# S-matrix from the differential equation against the Gamma-function formula
worst = 0.0
for l in (0, 1, 2):
    for k in (1.0, 0.6 - 0.4j, 0.5 + 0.3j, 0.1 - 0.8j):
        exact = s_gamma(k, l)
        worst = max(worst, float(abs(s_numeric(k, l) - exact) / abs(exact)))
assert worst < 1e-10
print(f"largest relative difference in S: {worst:.1e}")

# Zeros of the incoming amplitude are the poles of S
print("poles: n, l, Re k, Im k (1/bohr), E (hartree), E (eV)")
for n, l in ((1, 0), (2, 0), (2, 1), (3, 0)):
    start = mp.mpc(0.03, -1.06) / n
    root = mp.findroot(lambda q: incoming_amplitude(q, l),
                       (start, start * 1.01), solver="secant", tol=1e-25)
    assert abs(root + 1j * mp.mpf(Z) / n) < 1e-10
    energy = float(mp.re(root ** 2) / 2)
    print(f"  {n} {l} {abs(float(root.real)):.6f} {float(root.imag):.6f}"
          f" {energy:.6f} {energy * HARTREE_EV:.4f}")

lower = count_zeros(lambda q: incoming_amplitude(q, 0), -0.70j, 0.41)
upper = count_zeros(lambda q: incoming_amplitude(q, 0), 0.70j, 0.41)
assert lower == sum(0.29 < Z / n < 1.11 for n in range(1, 20))
assert upper == 0
print("l=0 poles in disc |k + 0.70i| < 0.41:", lower)
print("l=0 poles in disc |k - 0.70i| < 0.41:", upper)
zero_value = float(abs(s_numeric(1j, 0)))
assert zero_value < 1e-10
print(f"|S_0| at k = +i: {zero_value:.1e}")

print("residues of S: n, l, imaginary part (1/bohr)")
for n, l in ((1, 0), (2, 0), (2, 1)):
    centre = -1j * Z / n
    radius = 0.1 / n ** 2
    offsets = radius * np.exp(2j * np.pi * np.arange(16) / 16)
    residue = sum(complex(s_numeric(centre + d, l)) * d for d in offsets) / 16
    radial = n - l - 1
    formula = -1j * (-1) ** radial * Z / (
        n ** 2 * math.factorial(radial) * math.factorial(n + l))
    assert abs(residue - formula) < 1e-7
    print(f"  {n} {l} {residue.imag:.6f}")

# Mirrored hydrogen functions must solve the repulsive equation without nodes
r = sp.symbols("r", positive=True)
for n in (1, 2, 3):
    for l in range(n):
        mirrored = (r * R_nl(n, l, r, Z)).subs(r, -r)
        rhs = (sp.Integer(l * (l + 1)) / r ** 2 + 2 * Z / r
               + sp.Rational(Z ** 2, n ** 2)) * mirrored
        assert sp.simplify(sp.diff(mirrored, r, 2) - rhs) == 0
        polynomial = sp.expand(sp.simplify(mirrored * sp.exp(-Z * r / n)))
        signs = [np.sign(float(c)) for c in sp.Poly(polynomial, r).coeffs()]
        assert len(set(signs)) == 1
print("mirrored hydrogen functions checked: n = 1 to 3, all l")

# Real-energy phase shift rebuilt from the pole positions
k_real = 1.0
eta_real = Z / k_real
for l in (0, 1):
    orders = np.arange(l + 1, 100001, dtype=float)
    parts = eta_real / orders - np.arctan(eta_real / orders)
    linear = eta_real * digamma(l + 1)
    rebuilt = linear + parts.sum()
    direct = complex(s_numeric(k_real, l))
    assert abs(direct - np.exp(2j * rebuilt)) < 1e-8
    print(f"k=1/bohr, l={l}: phase from equation {np.angle(direct) / 2:.6f} rad")
    print(f"  linear term {linear:.6f}, pole sum {parts.sum():.6f} rad")
    print(f"  first pole term {parts[0]:.6f}, total {rebuilt:.6f} rad")

# Threshold behaviour: intensity factor at the origin
print("threshold factor C_0^2: k (1/bohr), value")
factors = []
for k in (1.0, 0.5, 0.25):
    eta = Z / k
    factor = float(1 / (4 * abs(incoming_amplitude(k, 0)) ** 2))
    formula = 2 * np.pi * eta / np.expm1(2 * np.pi * eta)
    assert abs(factor / formula - 1) < 1e-9
    factors.append(factor)
    print(f"  {k:.2f} {factor:.4e}")
assert factors[0] > factors[1] > factors[2]


# Potential cut to zero beyond R, s wave
def cut_incoming(k, radius):
    k = mp.mpc(k)
    u, du = regular_solution(Z, 0, k * k, radius)
    return du - 1j * k * u


def cut_bound_condition(kappa, radius):
    u, du = regular_solution(-Z, 0, -kappa * kappa, radius)
    return (du + kappa * u) * mp.exp(-kappa * radius)


print("cut at R: R (bohr), min(u'/u - kappa) repulsive (1/bohr),")
print("  2s kappa attractive (1/bohr), |S_R*phase - S_0| at k=1")
shifts = []
for radius in (10, 20, 40):
    margins = []
    for kappa in np.linspace(0.05, 1.5, 30):
        kap = mp.mpf(float(kappa))
        u, du = regular_solution(Z, 0, -kap * kap, radius)
        margins.append(float(du / u - kap))
    assert min(margins) > 0
    bound = mp.findroot(lambda q: cut_bound_condition(q, radius),
                        (mp.mpf("0.47"), mp.mpf("0.49")),
                        solver="secant", tol=1e-25)
    shifts.append(float(abs(bound - mp.mpf(Z) / 2)))
    u, du = regular_solution(Z, 0, 1, radius)
    w = du / u
    s_cut = mp.exp(-2j * radius) * (w + 1j) / (w - 1j)
    s_cut *= mp.exp(2j * Z * mp.log(2 * radius))
    gap = float(abs(s_cut - s_gamma(1, 0)))
    # first-order tail and edge corrections together are at most 2/R here
    assert gap < 3 / radius
    print(f"  {radius} {min(margins):.5f} {float(bound):.8f} {gap:.5f}")
assert shifts[0] > shifts[1] > shifts[2] and shifts[2] < 1e-8
print(f"2s kappa shift at R = 40 bohr: {shifts[2]:.1e} 1/bohr")

full_count = count_zeros(lambda q: incoming_amplitude(q, 0), -1j, 0.2, 64)
cut_count = count_zeros(lambda q: cut_incoming(q, 20), -1j, 0.2, 64)
assert full_count == 1 and cut_count == 0
print("poles in |k + i| < 0.2, full Coulomb:", full_count)
print("poles in |k + i| < 0.2, cut at 20 bohr:", cut_count)

print("checks complete")
```

It prints:

```
Positron and fixed proton: Z = 1 (atomic units)
largest relative difference in S: 1.4e-26
poles: n, l, Re k, Im k (1/bohr), E (hartree), E (eV)
  1 0 0.000000 -1.000000 -0.500000 -13.6057
  2 0 0.000000 -0.500000 -0.125000 -3.4014
  2 1 0.000000 -0.500000 -0.125000 -3.4014
  3 0 0.000000 -0.333333 -0.055556 -1.5117
l=0 poles in disc |k + 0.70i| < 0.41: 3
l=0 poles in disc |k - 0.70i| < 0.41: 0
|S_0| at k = +i: 2.2e-31
residues of S: n, l, imaginary part (1/bohr)
  1 0 -1.000000
  2 0 0.125000
  2 1 -0.041667
mirrored hydrogen functions checked: n = 1 to 3, all l
k=1/bohr, l=0: phase from equation -0.301640 rad
  linear term -0.577216, pole sum 0.275575 rad
  first pole term 0.214602, total -0.301640 rad
k=1/bohr, l=1: phase from equation 0.483758 rad
  linear term 0.422784, pole sum 0.060974 rad
  first pole term 0.036352, total 0.483758 rad
threshold factor C_0^2: k (1/bohr), value
  1.00 1.1755e-02
  0.50 4.3823e-05
  0.25 3.0565e-10
cut at R: R (bohr), min(u'/u - kappa) repulsive (1/bohr),
  2s kappa attractive (1/bohr), |S_R*phase - S_0| at k=1
  10 0.06742 0.49362907 0.19355
  20 0.03352 0.49999690 0.08277
  40 0.01671 0.50000000 0.05094
2s kappa shift at R = 40 bohr: 6.0e-14 1/bohr
poles in |k + i| < 0.2, full Coulomb: 1
poles in |k + i| < 0.2, cut at 20 bohr: 0
checks complete
```
